Born Stability Conditions of an Unstressed Cubic Crystal

**Result and conventions**

A cubic crystal at zero stress has positive elastic energy for every nonzero infinitesimal homogeneous strain if and only if

C11 + 2C12 > 0, C11 − C12 > 0, C44 > 0. (1)

No one of these inequalities follows from the other two.

Let g_ij = ∂u_i/∂x_j be the gradient of the displacement u_i. The strain is its symmetric part, e_ij = ½(g_ij + g_ji), and the engineering shears are γ_yz = 2e_yz, γ_zx = 2e_zx and γ_xy = 2e_xy. Axes x, y, z lie along the cube edges, and repeated indices are summed in tensor expressions. The energy density refers to the volume before deformation. At a fixed temperature, "energy" means the Helmholtz free energy, and the constants are isothermal. If the unit cell has internal atomic coordinates, they are taken to relax at each strain.

**Why the crystal must be unstressed**

A homogeneous deformation takes a material vector R to FR, with F = 1 + g. A rigid rotation after the deformation changes no distance or angle in the crystal, so the energy density W can depend on F only through FᵀF, or equivalently through

E = ½(FᵀF − 1) = ½(g + gᵀ + gᵀg) = e + ½gᵀg. (2)

Expanding about the reference state gives

W = W₀ + σ_ij E_ij + ½C_ijkl E_ij E_kl + …, (3)

where σ_ij is the stress in that state. By (2), the linear term in (3) contains a part of second order in g, namely ½σ_ij(gᵀg)_ij. It competes with the elastic term and depends on more than e. At zero stress it is absent. In the last term E may then be replaced by e at second order, so that the energy density measured from the unstrained state is

w = ½C_ijkl e_ij e_kl. (4)

A case with e = 0 shows what stress would change. Take g_xy = −ε, g_yx = ε and all other components zero. This is a rotation about z kept only to first order. Here gᵀg = ε² diag(1, 1, 0), so E = ½ε² diag(1, 1, 0) and tr E = ε². Under a pressure P the stress is σ_ij = −Pδ_ij, and (3) gives

W − W₀ = −Pε² + O(ε⁴). (5)

The truncated rotation enlarges the volume by the factor det F = 1 + ε², and the energy falls by P times the expansion. The conditions (1) rest on (4), and therefore on σ = 0.

**Three constants from cubic symmetry**

The strain is symmetric, so C_ijkl can be taken symmetric under i↔j and under k↔l. It is also symmetric under exchange of the pairs ij and kl, because it is a second derivative. A general crystal then has 21 constants.

Every cubic crystal class contains the twofold rotations about the cube axes and the threefold rotations about the cube diagonals. Let n_x, n_y, n_z count how often each axis appears among the four indices of a coefficient. A half turn about z reverses x and y and multiplies the coefficient by (−1)^(n_x + n_y). Symmetry requires the coefficient to be unchanged, so it vanishes unless n_x + n_y is even. The half turn about x likewise requires n_y + n_z to be even. The three counts therefore have the same parity. They cannot all be odd, because their sum is 4, so they are all even.

The survivors are of the types xxxx, xxyy and xyxy. The threefold rotation x → y → z → x makes the three members of each type equal, which leaves

C11 = C_xxxx, C12 = C_xxyy, C44 = C_xyxy. (6)

The other operations of the cubic classes permute axes or reverse their signs. They leave this set unchanged and give no further relation.

In (4), each product such as e_xx e_yy occurs twice, and each e_xy² occurs four times, from xyxy, xyyx, yxxy and yxyx. The shear term is thus ½ · 4C44 e_xy² = 2C44 e_xy² = ½C44 γ_xy². Altogether

w = ½C11(e_xx² + e_yy² + e_zz²) + C12(e_xx e_yy + e_yy e_zz + e_zz e_xx) + ½C44(γ_yz² + γ_zx² + γ_xy²). (7)

**Separating the energy into squares**

The shears in (7) are already separate squares. For the normal strains, define the relative volume change and the deviations from the mean,

θ = e_xx + e_yy + e_zz, d_i = e_ii − θ/3 (no sum), d_x + d_y + d_z = 0. (8)

Let S = e_xx² + e_yy² + e_zz². Inserting e_ii = d_i + θ/3 gives

S = Σd_i² + (2θ/3)Σd_i + θ²/3 = Σd_i² + θ²/3, (9)

because the deviations sum to zero. Squaring θ gives S plus twice the sum of the mixed products, so that sum is ½(θ² − S). The normal part of (7) becomes

½C11 S + ½C12(θ² − S) = ½(C11 − C12)S + ½C12 θ². (10)

Substitution of (9) gives θ² the coefficient (C11 − C12)/6 + 3C12/6 = (C11 + 2C12)/6. Therefore

w = (C11 + 2C12)θ²/6 + ½(C11 − C12)Σd_i² + ½C44 Σγ², (11)

where Σγ² runs over the three engineering shears.

**Necessity and sufficiency**

If w is positive for every nonzero strain, it is positive for these three, with η and γ nonzero:

e = η diag(1, 1, 1): w = (3/2)(C11 + 2C12)η²,
e = η diag(1, −1, 0): w = (C11 − C12)η²,
γ_xy = γ alone: w = ½C44 γ². (12)

In the first line θ = 3η, and in the second θ = 0 and Σd_i² = 2η². Each line requires one inequality of (1), so the conditions are necessary.

Conversely, if (1) holds, every term in (11) is nonnegative. Their sum is zero only if θ, all d_i and all shears vanish, and then e = 0. The conditions are sufficient.

The margin of stability follows from the squared size of the strain,

|e|² = e_ij e_ij = θ²/3 + Σd_i² + ½Σγ². (13)

Comparison with (11) shows that, in an orthonormal basis of symmetric strains, the elastic tensor has the eigenvalues

C11 + 2C12 (once), C11 − C12 (twice), 2C44 (three times). (14)

If λ is the smallest of them, then w ≥ ½λ|e|². The factor 2 before C44 comes from measuring size by (13); with γ itself as the coordinate the coefficient is C44. When λ > 0, terms of third order cannot reverse the sign of the energy at sufficiently small strain. When λ = 0, the quadratic energy vanishes along some strain and higher orders decide.

**Physical meaning and limits**

For uniform dilation w = ½Kθ², with the bulk modulus K = (C11 + 2C12)/3. The first condition is resistance to a change of volume. The second is resistance to a change of the cube's edge ratios at fixed volume, and the third is resistance to a change of the angles between its edges.

The identity

3C11 = (C11 + 2C12) + 2(C11 − C12) (15)

shows that C11 > 0 is a consequence of (1), not a fourth condition. The first two inequalities can be written together as −C11/2 < C12 < C11, so C12 may be negative.

They also limit Poisson's ratio ν for a pull along a cube axis. Let the stress act along x, with free sides and e_yy = e_zz = −νe_xx. From (7), σ_yy = ∂w/∂e_yy = C12 e_xx + (C11 + C12)e_yy. Setting this to zero gives

ν = C12/(C11 + C12), 1 + ν = (C11 + 2C12)/(C11 + C12), 1 − 2ν = (C11 − C12)/(C11 + C12). (16)

The denominator is positive in a stable crystal, since 3(C11 + C12) = 2(C11 + 2C12) + (C11 − C12). Hence −1 < ν < ½ for this direction of pull.

In the isotropic limit the last two conditions merge. Turned by 45° about z, the strain η diag(1, −1, 0) becomes a shear with |γ_xy| = 2η. Equal energies in (12) then require (C11 − C12)η² = 2C44 η², or C11 − C12 = 2C44. What remains is K > 0 and C44 > 0.

**Independence, and why sound speeds are not enough**

Three sets of model constants, in GPa and in the order C11, C12, C44, each violate one condition:

(100, −60, 80): C11 + 2C12 = −20, C11 − C12 = 160, C44 = 80.
(100, 120, 80): C11 + 2C12 = 340, C11 − C12 = −20, C44 = 80.
(160, 60, −10): C11 + 2C12 = 280, C11 − C12 = 100, C44 = −10.

By (14) they have one, two and three unstable strain modes respectively. Since each condition can fail while the other two hold, the three are independent.

The first set also separates positive energy from real sound speeds. A long plane wave with unit direction n and polarization a has a displacement gradient proportional to a_i n_j. Its squared speeds times the mass density are the eigenvalues of the acoustic tensor A_ik = C_ijkl n_j n_l. With (6) this is

A_ik = C44 δ_ik + (C12 + C44)n_i n_k + (C11 − C12 − 2C44)n_i² δ_ik (no sum). (17)

For the first set the last coefficient is 160 − 160 = 0, and C12 + C44 = 20 GPa. The eigenvalues are 80, 80 and 100 GPa in every direction, so all sound speeds are real although K = −20/3 = −6.67 GPa. The strain of a plane wave, ½(a_i n_j + n_i a_j), has at most two nonzero principal values. A pure dilation has three equal ones, so no single plane wave tests it. Conditions (1) do imply real sound speeds, because the strain of a wave with nonzero a is itself nonzero. Equation (17) is the purely elastic tensor with the constants defined above. Sound in a real crystal at finite temperature is normally adiabatic, which raises C11 and C12 by the same amount, and in an insulating piezoelectric cubic crystal, such as one with the zincblende structure, the electric field of the wave adds a further term. Both additions to A are nonnegative, so they change the speeds but not this conclusion.

**A strained film**

Consider a film with its normal along z and with round model constants C11 = 160, C12 = 60 and C44 = 80 GPa. The combinations in (1) are 280, 100 and 80 GPa, so the unstressed material is stable. Let a substrate impose e_xx = e_yy = 0.001 together with γ_xy = 0.001. An equal mismatch in thermal expansion along all in-plane directions would give the normal strains but no shear. The shear requires an anisotropic mismatch, here with strains of 0.0015 and 0.0005 along the two diagonals between x and y. Strain is measured from the film's own unstressed state at the final temperature.

The free surface requires σ_zz = C11 e_zz + C12(e_xx + e_yy) = 0, hence

e_zz = −2(60/160)(0.001) = −0.00075, θ = 0.002 − 0.00075 = 0.00125. (18)

The deviations are d_x = d_y = 0.000583 and d_z = −0.001167, which give Σd_i² = 2.04167 × 10⁻⁶. With 1 GPa = 10⁶ kJ/m³, the three terms of (11) are

dilation: 280 × (0.00125)²/6 GPa = 72.92 kJ/m³,
change of edge ratios: ½ × 100 × 2.04167 × 10⁻⁶ GPa = 102.08 kJ/m³,
shear: ½ × 80 × (0.001)² GPa = 40.00 kJ/m³. (19)

The total is 215.00 kJ/m³. The largest part comes from the change of edge ratios, although its modulus combination of 100 GPa is well below the 280 GPa for dilation. The contraction along z reduces the volume change and increases the deviations. The strained film carries stress, so the conditions established here apply to its unstressed material, not to further deformation of the strained state.

**The conditions in an atomic model**

Let atoms interact through the Morse pair energy

φ(r) = D{exp[−2α(r − r₀)] − 2exp[−α(r − r₀)]}, α = 6/r₀, (20)

with well depth D and bond length r₀. If V is the volume per atom, the energy density is W = (1/2V)Σφ(|FR|), summed over the neighbours R of one atom. Since |FR|² = R² + 2R_i E_ij R_j, each derivative with respect to E_ij acts as R_i R_j (1/r)d/dr. Two of them give

C_ijkl = (1/2V)Σ[φ″(R) − φ′(R)/R] R_i R_j R_k R_l/R². (21)

This is symmetric in all four indices, so C_xxyy = C_xyxy and C12 = C44. That equality belongs to central pair forces in these lattices and is not required by cubic symmetry.

For face-centred (fcc), body-centred (bcc) and simple cubic (sc) lattices, the sum was taken over neighbours within four lattice constants a. The value of a was fixed by zero pressure, and the elastic constants were found from central differences of the energy with strain steps of 0.0003. In units of D/r₀³ the results are

fcc, a = 1.389 r₀: C11 + 2C12 = 242.5, C11 − C12 = 46.1, C44 = 65.5.
bcc, a = 1.109 r₀: C11 + 2C12 = 228.6, C11 − C12 = −12.5, C44 = 80.4.
sc, a = 0.959 r₀: C11 + 2C12 = 113.9, C11 − C12 = 144.5, C44 = −10.2.

The fcc lattice satisfies (1), while each of the others fails one condition. Energy sums along the failing strains, scaled to |e| = 1, give second derivatives of −12.5 for bcc and −20.4 for sc. The latter is 2C44, as (14) requires. Both lattices resist a volume change, yet their zero-pressure states are saddle points of the energy.

Equation (21) explains the two negative signs. In sc the nearest neighbours lie on the axes, where x²y² = 0, and contribute nothing to C44. All others lie at √2a = 1.356 r₀ or farther. This is beyond the inflection of φ at r₀ + (ln 2)/α = 1.116 r₀, so φ″ < 0 and φ′ > 0, and every nonzero contribution is negative.

In bcc the nearest neighbours have x² = y² = z² and contribute nothing to C11 − C12. For any other shell Σ(x⁴ − x²y²) = ½Σ(x² − y²)² ≥ 0, because symmetry makes Σx⁴ = Σy⁴. The second shell, at 1.109 r₀, is just inside the inflection, but there φ″ ≈ 1.6 D/r₀² is smaller than φ′/R ≈ 2.7 D/r₀². Farther shells have φ″ < 0 and φ′ > 0. No shell can make C11 − C12 positive.

The fcc lattice also shows the effect of stress. With its spacing shortened by 1%, the pressure is 2.705 D/r₀³. The truncated rotation with ε = 0.001 then changes the energy density by −2.705 ε² D/r₀³, in agreement with (5). At zero pressure the corresponding coefficient is 0.00004. This small remainder is the quartic term ¼(C11 + C12)ε⁴, obtained by putting E = ½ε² diag(1, 1, 0) into (3), divided by ε².

Passing (1) establishes stability against small homogeneous strain. It does not exclude a phonon instability at short wavelength, or another structure of lower energy separated by a finite deformation.

Numerical values quoted here were computed with a short program.
